# Chloride and methyl exchange in the thermal etching of fluorinated zirconia

**Question.** Hydrogen fluoride turns the surface of zirconia into zirconium fluoride. Dimethylaluminium chloride, AlCl(CH₃)₂, can then remove this layer under conditions where trimethylaluminium, Al(CH₃)₃, does not. Both reagents can take up fluorine. Why should replacing one methyl group by chlorine matter, and how much of the difference do the exchange free energies explain?

**Answer.**

## What each reagent has to do

To remove a zirconium atom from the fluoride by ligand exchange, a reagent must do two things. It must take fluorine away, and it must give zirconium other ligands with which it can leave as a molecule. Write Me for CH₃. If all four fluorines are exchanged, the chloride route is

$$
\mathrm{ZrF_4(s)+4\,AlClMe_2\rightarrow ZrCl_4+4\,AlFMe_2},\qquad (A)
$$

and the corresponding route for trimethylaluminium is

$$
\mathrm{ZrF_4(s)+4\,AlMe_3\rightarrow ZrMe_4+4\,AlFMe_2}.\qquad (B)
$$

Everything except the solid is treated as an ideal gas of monomers. Free energies are per mole of zirconium, at standard pressure $p^\circ=1$ bar.

The two routes consume the same solid and make the same aluminium fluoride. The strength of the new Al–F bond therefore cannot distinguish them. The distinction lies in the other half of the exchange: route A moves chlorine from aluminium to zirconium, and route B moves methyl.

To see this in the free energies, write $G(X)$ for the standard molar free energy of $X$:

$$
\begin{aligned}
\Delta G_A&=G(\mathrm{ZrCl_4})+4G(\mathrm{AlFMe_2})-G(\mathrm{ZrF_4,s})-4G(\mathrm{AlClMe_2}),\\
\Delta G_B&=G(\mathrm{ZrMe_4})+4G(\mathrm{AlFMe_2})-G(\mathrm{ZrF_4,s})-4G(\mathrm{AlMe_3}).
\end{aligned}
$$

Subtracting the second line from the first removes the solid and the aluminium fluoride:

$$
\Delta\Delta G\equiv\Delta G_A-\Delta G_B
=[G(\mathrm{ZrCl_4})-G(\mathrm{ZrMe_4})]-4[G(\mathrm{AlClMe_2})-G(\mathrm{AlMe_3})].
$$

The first bracket is the change when zirconium carries four chlorines instead of four methyls. The second is the change when aluminium carries one chlorine instead of one methyl. A negative $\Delta\Delta G$ means that zirconium, relative to aluminium, prefers chlorine to methyl. This comparison needs no value for the cohesion of the fluoride.

The absolute free energies do need one. Let $g_\mathrm{sub}$ be the free energy of ZrF₄(s) → ZrF₄(g). Each route is this step followed by an exchange in the gas, so

$$
\Delta G=g_\mathrm{sub}+\Delta G_\mathrm{gas}.
$$

## The thermal part of the exchange

Each gas exchange has five molecules on either side and the same atoms on both sides. In classical statistical mechanics, the partition function of one molecule, measured from its energy minimum, is

$$
q=\frac{1}{\sigma}\left[\prod_i\left(\frac{2\pi m_i k_BT}{h^2}\right)^{3/2}\right]V z .
$$

The product comes from the momentum integrals of the atoms, with masses $m_i$. The volume $V$ comes from the position of the whole molecule, and $z$ from its orientation and internal coordinates. The symmetry number $\sigma$ corrects for orientations that merely interchange equal ligands.

In the equilibrium constant, the product molecules stand in the numerator and the reactants in the denominator. Every atomic mass occurs equally often in both, so the momentum factors cancel. Five factors of $V$ also cancel against five. If $\Delta E$ is the molar change in electronic energy, what remains is

$$
K_\mathrm{gas}=e^{-\Delta E/RT}\,
\frac{\prod_\mathrm{reactants}\sigma}{\prod_\mathrm{products}\sigma}\,
\frac{\prod_\mathrm{products}z}{\prod_\mathrm{reactants}z}.
$$

I now assume that the local configurational volume available to a ligand does not change in the exchange. The last fraction is then one. This is an approximation: real bonds differ in length and stiffness.

For the symmetry numbers, each methyl is treated as one ligand. Its own threefold rotation cancels because the number of methyls is conserved. Every ZrX₄ molecule has $\sigma=12$, so zirconium contributes no net factor. For aluminium, AlMe₃ has $\sigma=6$, while AlClMe₂ and AlFMe₂ have $\sigma=2$. Thus

$$
A:\ \left(\frac22\right)^4=1,\qquad
B:\ \left(\frac62\right)^4=3^4 .
$$

This has a direct meaning. Trimethylaluminium has three equivalent methyls to give, and dimethylaluminium chloride has one chlorine. With $n$ equivalent ligands available per reagent molecule,

$$
K_\mathrm{gas}=n^4e^{-\Delta E/RT}.
$$

Taking $-RT\ln K_\mathrm{gas}$ gives

$$
\Delta G_\mathrm{gas}=\Delta E-4RT\ln n .
$$

The statistical factor favours trimethylaluminium, so it works against the observed selectivity.

The mass cancellation was tested on molecules made of point masses and springs, with separate translational, rotational and vibrational partition functions. Using quantum instead of classical vibrations there changes the exchange free energies by at most 0.04 kJ/mol. That small number belongs to a model whose force constants are the same for all ligands. It does not measure the effect of real changes in vibrational frequency.

A simple estimate of the neglected effect follows from $K_\mathrm{gas}$. If the local volume changes by a factor $f$ for each exchanged ligand, $K_\mathrm{gas}$ gains a factor $f^4$, and $\Delta G_\mathrm{gas}$ changes by $-4RT\ln f$. At 523 K a factor of two amounts to 12.1 kJ/mol in magnitude.

## The energies

The electronic energies come from second-order Møller–Plesset theory (MP2) with frozen cores and density fitting. The basis is def2-TZVP on Zr, Al, F and Cl, 6-311G* on carbon and 6-31G on hydrogen, with an effective core potential on zirconium. The molecules have idealized tetrahedral zirconium or planar aluminium centres. The methyls are staggered on zirconium; on aluminium each has one hydrogen in the molecular plane. The Zr–C length was optimized within this shape and is 2.225 Å; the other lengths were fixed. Changing all four Zr–C bonds by 0.02 Å from the optimum costs about 1 kJ/mol. This shows the sensitivity to that length, not the error of all the geometries. The angles at aluminium are held at 120°, which symmetry requires only for AlMe₃. In a smaller basis, MP2 opens the C–Al–C angle to about 125° in AlClMe₂ and 126° in AlFMe₂, lowering them by 1.4 and 1.8 kJ/mol. Each counts four times, so this relaxation makes $\Delta\Delta G$ about 6 kJ/mol less negative and lowers $\Delta G_B$ by about 7 kJ/mol. Adding p functions on hydrogen makes $\Delta\Delta E$ more negative by about 1 kJ/mol. Together these changes bring $\Delta\Delta G$ to about −144 kJ/mol and the pressure ratio found below from about 940 to about 750. The decimals below are kept only so that the arithmetic can be followed.

For the difference between the routes, the total energies in hartree give

$$
\begin{aligned}
E(\mathrm{ZrCl_4})-E(\mathrm{ZrMe_4})
&=-1885.96418+205.83608=-1680.12810,\\
4[E(\mathrm{AlClMe_2})-E(\mathrm{AlMe_3})]
&=4(-781.29734+361.28131)=-1680.06412.
\end{aligned}
$$

Each difference is dominated by the energy of the chlorine atoms themselves, which has no chemical meaning here. It cancels when the second line is subtracted from the first:

$$
\Delta\Delta E=-0.06398\ \text{hartree}=-168.0\ \mathrm{kJ/mol}.
$$

At $T=523$ K, $RT=4.348$ kJ/mol. The statistical term of route B is $-4RT\ln3=-19.1$ kJ/mol, and that of route A is zero. The gas exchanges therefore have

$$
\begin{aligned}
\Delta G_{\mathrm{gas},A}&=-32.0\ \mathrm{kJ/mol},\\
\Delta G_{\mathrm{gas},B}&=136.0-19.1=116.9\ \mathrm{kJ/mol}.
\end{aligned}
$$

Their difference is

$$
\Delta\Delta G=-32.0-116.9=-148.9\ \mathrm{kJ/mol},
$$

or about −37 kJ/mol per exchanged ligand. In this calculation, chloride exchange in the gas is mildly downhill and methyl exchange is strongly uphill.

Hartree–Fock theory gives $\Delta\Delta E=-121.3$ kJ/mol. Correlation at the MP2 level thus strengthens the preference by 46.7 kJ/mol without changing its sign. This comparison shows that the size depends appreciably on the electronic method; it is not an error bar for MP2.

## Is it the reagent or the transferred ligand?

Dimethylaluminium chloride also has methyl groups. A third route uses the same reagent but makes it give methyl:

$$
\mathrm{ZrF_4(s)+4\,AlClMe_2\rightarrow ZrMe_4+4\,AlFClMe}.\qquad (C)
$$

The reagent has two equivalent methyls, so $n=2$. The calculation gives

$$
\Delta G_{\mathrm{gas},C}=198.4-12.1=186.3\ \mathrm{kJ/mol}.
$$

Route A lies 218.3 kJ/mol below route C. The presence of chlorine in the reagent is therefore not enough: the favourable exchange is the one in which chlorine reaches zirconium.

Methyl transfer is even less favourable from AlClMe₂ than from AlMe₃. Subtracting B from C shows what this means:

$$
\Delta G_C-\Delta G_B
=4[G(\mathrm{AlFClMe})+G(\mathrm{AlMe_3})
-G(\mathrm{AlFMe_2})-G(\mathrm{AlClMe_2})].
$$

The zirconium molecules have cancelled. The bracket is the free energy of collecting fluorine and chlorine on one aluminium atom and leaving another with three methyls. The left side is $186.3-116.9=69.4$ kJ/mol, so each such redistribution costs about 17 kJ/mol. Route C pays this cost four times.

## From free energy to product pressure

The standard free energy from the solid can be positive and the layer can still be removed, because the products are carried away. A useful measure is the zirconium product pressure in equilibrium with the solid and the unreacted reagent.

Let $p_A$ be the pressure of unreacted monomeric reagent, whichever reagent is used, and $p_\mathrm{Zr}$ that of the zirconium product. If all product gas comes from the reaction and every zirconium atom leaves fully exchanged, stoichiometry gives $4p_\mathrm{Zr}$ for the aluminium fluoride. The solid has unit activity. With $K=e^{-\Delta G/RT}$, mass action is

$$
K=\frac{(p_\mathrm{Zr}/p^\circ)(4p_\mathrm{Zr}/p^\circ)^4}{(p_A/p^\circ)^4}
=\frac{256\,p_\mathrm{Zr}^5}{p^\circ p_A^4}.
$$

Four reagent molecules become five gas molecules, which is why one factor of $p^\circ$ remains. Solving for the product pressure,

$$
p_\mathrm{Zr}=\left(\frac{Kp^\circ p_A^4}{256}\right)^{1/5}.
$$

At the same $T$ and $p_A$, the prefactors cancel between routes A and B:

$$
\frac{p_{\mathrm{Zr},A}}{p_{\mathrm{Zr},B}}
=\left(\frac{K_A}{K_B}\right)^{1/5}
=\exp\left(-\frac{\Delta\Delta G}{5RT}\right).
$$

The fifth root appears because more zirconium product also means more aluminium fluoride, which opposes the reaction. Direct minimization of the free energy reproduced both the pressures and their ratio for three values of $g_\mathrm{sub}$.

Here $5RT=21.74$ kJ/mol, so the ratio is

$$
\exp(148.9/21.74)\approx 9\times10^2 .
$$

The Hartree–Fock energies, with the same statistical term, would give $\Delta\Delta G=-121.3+19.1=-102.2$ kJ/mol and a ratio of about 110. The advantage of chloride survives this change of method, but its size is uncertain by much more than the digits of either calculation suggest.

## Does this forbid etching by trimethylaluminium?

The ratio alone cannot answer this; an absolute pressure is needed. For bulk ZrF₄ at this temperature I take a rough $g_\mathrm{sub}=130$ kJ/mol, and for the unreacted reagent $p_A=10$ Pa. Then

$$
\begin{aligned}
\Delta G_A&=130-32.0=98.0\ \mathrm{kJ/mol},\\
\Delta G_B&=130+116.9=246.9\ \mathrm{kJ/mol}.
\end{aligned}
$$

Both are positive. For route A, $K=e^{-98.0/4.348}\approx1.6\times10^{-10}$, and hence

$$
p_{\mathrm{Zr},A}=
\left(\frac{1.6\times10^{-10}\times10^5\times10^4}{256}\right)^{1/5}\mathrm{Pa}
\approx0.23\ \mathrm{Pa}.
$$

The same formula gives $2.4\times10^{-4}$ Pa for route B.

To turn these pressures into a time scale, consider molecules of mass $m$ leaving through a plane. Their number density is $p/k_BT$, and the Maxwell distribution gives the one-way flux

$$
\begin{aligned}
J&=\frac{p}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}
\,e^{-mv^2/2k_BT}\,dv\\
&=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mk_BT}}.
\end{aligned}
$$

The integral of $v e^{-mv^2/2k_BT}$ is $k_BT/m$, which gives the second line. For $N=10^{19}$ zirconium atoms per square metre, the time $N/J$ is 5.8 ms for route A and 4.4 s for route B.

These are the times labelled "shortest" in the numerical output. They are the shortest at the stated equilibrium pressure, not strict lower bounds for every reactor. If both products escape freely from a surface in local equilibrium, their fluxes, rather than their pressures, must be in the ratio four to one. Since $J\propto p/\sqrt m$, the aluminium fluoride pressure is then $4p_\mathrm{Zr}\sqrt{m_\mathrm{Al}/m_\mathrm{Zr}}$, where the masses are those of the two product molecules. Putting this into mass action multiplies $p_\mathrm{Zr}$ by $(m_\mathrm{Zr}/m_\mathrm{Al})^{2/5}$. Both zirconium products weigh less than four times as much as AlFMe₂, so this factor is below $4^{2/5}\approx1.7$. The orders of magnitude stand.

The result limits what the exchange free energies can explain. Equilibrium strongly favours chloride transfer, but with this cohesion it does not forbid trimethylaluminium from removing a layer within seconds. If these energies are roughly right, a complete absence of etching needs a further cause, such as stronger binding of the film or a slow surface step.

The effect of binding on complete exchange can be estimated. Since $p_\mathrm{Zr}\propto e^{-g_\mathrm{sub}/5RT}$, an additional $5RT\ln10\approx50$ kJ/mol of cohesion lengthens both times tenfold. It leaves their ratio unchanged. Barriers and the decomposition of methylzirconium species are not included in these free energies, so the calculation cannot say whether either of them stops the methyl route. Partly exchanged gas molecules are left out too, but they could not stop it. They would raise the aluminium fluoride pressure, and the total zirconium pressure is at least a quarter of that, so at equilibrium they can only add to the zirconium in the gas. They can, however, add proportionally more to the methyl route, where complete exchange is so unfavourable. The factor of nine hundred therefore compares complete exchange only; the ratio of total zirconium pressures can be smaller.

## When the factor of nine hundred changes

The exponent $1/5$ belongs to complete exchange, with monomeric aluminium fluoride produced by the reaction itself. Two other limits, again for the fully exchanged products only, show how the same $\Delta\Delta G$ can have a larger effect on their pressure ratio.

First, suppose that a background pressure $p_b$ of AlFMe₂ is already present and is much larger than the amount produced. Mass action becomes

$$
K=\frac{p_\mathrm{Zr}\,p_b^4}{p^\circ p_A^4},
\qquad
p_\mathrm{Zr}=Kp^\circ\left(\frac{p_A}{p_b}\right)^4 .
$$

At equal $p_A$ and $p_b$, the pressure ratio is now $K_A/K_B=e^{-\Delta\Delta G/RT}$, without a root. This is about $7\times10^{14}$. It compares ZrCl₄ with ZrMe₄ only. Added by-product lowers the pressures of both, but it also pushes the exchange back towards partly exchanged molecules and ZrF₄ vapour. The pressure of that vapour is the same in both routes, so with enough by-product the total zirconium pressures become nearly equal. Poor removal of the by-product therefore need not make etching more selective.

Second, suppose that nearly all the aluminium fluoride forms dimers in both routes. Four monomers become two dimers, with pressure $2p_\mathrm{Zr}$. If $K_d$ is the equilibrium constant for forming one dimer from two monomers, the overall constant is $KK_d^2$, and

$$
KK_d^2=\frac{p_\mathrm{Zr}(2p_\mathrm{Zr})^2}{p^\circ{}^3}
\left(\frac{p^\circ}{p_A}\right)^4
=\frac{4p_\mathrm{Zr}^3\,p^\circ}{p_A^4}.
$$

Thus $p_\mathrm{Zr}=(KK_d^2p_A^4/4p^\circ)^{1/3}$. The dimer constant is common to both routes and cancels in the ratio, which becomes $e^{-\Delta\Delta G/3RT}\approx9\times10^4$. This limit requires dimers to dominate even at the lower product pressure of route B. The association energy of AlFMe₂ is not computed here, so the calculation does not decide which limit the real gas is closer to.

Association of the reagent acts differently. Suppose that only a fraction $x$ of the dimethylaluminium chloride pressure $p$ is monomer, while trimethylaluminium at the same pressure $p$ is fully monomeric. The product pressures are equal when

$$
K_A(xp)^4=K_Bp^4,
\qquad
x=\left(\frac{K_B}{K_A}\right)^{1/4}
=\exp\left(\frac{\Delta\Delta G}{4RT}\right).
$$

This gives $x\approx1.9\times10^{-4}$. If exchange is complete in both routes, dimerization of the chloride reagent would have to leave fewer than about two monomers in ten thousand, by pressure, to reverse the order.

The chloride therefore matters because zirconium gains more than aluminium loses when chlorine, rather than methyl, changes places with fluorine. In this model that preference is worth roughly 145 to 150 kJ/mol per zirconium atom removed, counted per mole, at the MP2 level. It explains why the chloride route has much the higher product pressure when the by-product is carried away; it does not by itself explain a complete failure of the methyl route.

## Table of computed values

```
Temperature: 523 K; RT = 4.348 kJ/mol
A: Cl from AlCl(CH3)2; B: CH3 from Al(CH3)3; C: CH3 from AlCl(CH3)2
Input bond length Zr-F: 1.90 angstrom
Input bond length Zr-Cl: 2.33 angstrom
Input bond length Al-F: 1.67 angstrom
Input bond length Al-Cl: 2.12 angstrom
Input bond length Al-Me: 1.96 angstrom
Optimized Zr-C length (MP2): 2.225 angstrom
Cost of 0.02 angstrom error in four Zr-C bonds: 0.99 kJ/mol
ZrF4: E(MP2) = -446.12520 hartree; symmetry number 12
ZrCl4: E(MP2) = -1885.96418 hartree; symmetry number 12
AlMe3: E(MP2) = -361.28131 hartree; symmetry number 6
AlClMe2: E(MP2) = -781.29734 hartree; symmetry number 2
AlFMe2: E(MP2) = -421.34064 hartree; symmetry number 2
AlFClMe: E(MP2) = -841.35073 hartree; symmetry number 1
ZrMe4: E(MP2) = -205.83608 hartree; symmetry number 12
Route A: gas dE(HF) = -14.7 kJ/mol
Route A: gas dE(MP2) = -32.0 kJ/mol
Route A: statistical term = -0.0 kJ/mol
Route A: gas dG = -32.0 kJ/mol
Route A: quantum shift, spring model = -0.04 kJ/mol
Route B: gas dE(HF) = 106.6 kJ/mol
Route B: gas dE(MP2) = 136.0 kJ/mol
Route B: statistical term = -19.1 kJ/mol
Route B: gas dG = 116.9 kJ/mol
Route B: quantum shift, spring model = 0.02 kJ/mol
Route C: gas dE(HF) = 171.0 kJ/mol
Route C: gas dE(MP2) = 198.4 kJ/mol
Route C: statistical term = -12.1 kJ/mol
Route C: gas dG = 186.3 kJ/mol
Route C: quantum shift, spring model = 0.02 kJ/mol
ddE(HF), A minus B: -121.3 kJ/mol
ddE(MP2), A minus B: -168.0 kJ/mol
ddG, A minus B: -148.9 kJ/mol = -37.2 kJ/mol per ligand
dG, A minus C (same reagent): -218.3 kJ/mol
Shift for factor 2 in local volume: 12.1 kJ/mol
Product pressure ratio A/B: 9.428e+02
AlCl(CH3)2 monomer fraction cancelling ddG: 1.914e-04
Rough sublimation free energy, input: 130 kJ/mol
Unreacted reagent pressure: 10 Pa; Zr to remove: 1e+19 per m^2
Route A: dG from solid = 98.0 kJ/mol
Route A: ceiling 2.292e-01 Pa; shortest time 5.780e-03 s
Route B: dG from solid = 246.9 kJ/mol
Route B: ceiling 2.432e-04 Pa; shortest time 4.392e+00 s
Route C: dG from solid = 316.3 kJ/mol
Route C: ceiling 9.996e-06 Pa; shortest time 1.068e+02 s
```
